Symmetric Slab Waveguide as a Quantum Well: the Lowest TE Mode

**Q:** A dielectric slab is supposed to hold light as a square well holds an electron. One problem belongs to Maxwell and the other to Schrödinger. Before I accept any likeness, which slab and which light do you mean?

**A:** The slab fills |x| < a and has refractive index n₁. On both sides, out to infinity, the index is n₂, with n₁ > n₂ > 0. The materials are lossless and non-magnetic. The light has angular frequency ω and travels along z, and nothing depends on y. In a TE wave the electric field points along y:

E_y = E(x) exp[i(βz − ωt)], β > 0.

A guided mode is a nonzero solution with finite ∫E² dx, so the light stays near the slab. I use atomic units with Maxwell's equations in SI form. The speed of light is then c = 1/α, with α the fine-structure constant, and I write k₀ = ω/c. The indices may depend on ω; what matters is their values at the frequency considered.

**Q:** Then derive the equation for E(x), and do not borrow it from quantum mechanics.

**A:** Faraday's law, ∇×E = −∂B/∂t, becomes ∇×E = iωB, because ∂/∂t gives −iω. Leaving out the common exponential, its x and z components are

−iβE = iωB_x, so B_x = −βE/ω,

E′ = iωB_z, so B_z = −iE′/ω.

The other law is ∇×B = (n²/c²) ∂E/∂t. Its y component reads

∂B_x/∂z − ∂B_z/∂x = −iω(n²/c²)E.

The left side is −iβ²E/ω + iE″/ω. Multiplying both sides by ω/i gives

E″ − β²E = −n²k₀²E,

E″ + (n²k₀² − β²)E = 0.

The x and z components hold trivially, since B_y = 0 and nothing varies with y. The divergence of n²E also vanishes, because the field points along y and does not vary along y.

**Q:** The index jumps at x = ±a. Could the matching rules there spoil the comparison?

**A:** They are the rules of a square well in which the particle has the same mass everywhere. The tangential electric field is continuous, so E is continuous. There is no surface current, so the tangential magnetic field is continuous too. In a non-magnetic material it is proportional to B_z, and hence to E′. The wavefunction of such a particle obeys the same two rules at a finite potential step. In a semiconductor quantum well the effective mass usually changes at the interface, and the rule for the slope changes with it; the comparison here is with the simpler well.

Now subtract the cladding value n₂²k₀² from n²k₀² and from β²:

E″ + (n² − n₂²)k₀²E = (β² − n₂²k₀²)E.

Multiplying by −1/2 gives

−E″/2 + V(x)E = εE,

V = −V₀ for |x| < a, V = 0 for |x| > a,

V₀ = k₀²(n₁² − n₂²)/2, ε = −(β² − n₂²k₀²)/2.

This is the Schrödinger equation for a particle of mass 1 in a finite square well.

**Q:** So ε is the photon's energy?

**A:** No. The photon energy is ω in these units, and it is fixed before the well problem is posed. The well energy ε encodes the unknown β. The depth V₀ contains k₀², so changing the colour of the light changes the well. For fixed indices, V₀ grows as ω².

**Q:** A well also has unbound states. Why should guided modes match the bound ones and nothing else?

**A:** Look at the cladding, where E″ = (β² − n₂²k₀²)E. If β < n₂k₀, the solutions are sinusoidal and do not decay. If β = n₂k₀, they are straight lines, which have finite ∫E² only if they vanish. But then E and E′ vanish at the interface, and the wave equation makes E zero in the core as well. A guided mode therefore needs β > n₂k₀, that is, ε < 0. Conversely, a bound state with ε < 0 gives β² = n₂²k₀² − 2ε > 0, which is a guided mode.

There is also an upper limit. The equation is real, so take E real, multiply by E and integrate over all x. Integration by parts turns ∫EE″ dx into −∫E′² dx. The terms at infinity vanish, and those at the interfaces cancel because E and E′ are continuous. Hence

∫E′² dx = ∫(n²k₀² − β²)E² dx.

The left side is positive. If β were at least n₁k₀, the right side could not be positive. So n₂k₀ < β < n₁k₀. The same identity shows what happens if n₁ < n₂: it demands β < n₂k₀ while decay demands β > n₂k₀, and no guided TE mode exists.

**Q:** You have shown where β must lie, not that any β works.

**A:** For that, define two positive numbers and a strength:

u = a√(n₁²k₀² − β²), w = a√(β² − n₂²k₀²),

R = a k₀√(n₁² − n₂²).

Squaring and adding removes β:

u² + w² = a²k₀²(n₁² − n₂²) = R².

The slab is symmetric, so if E(x) is a mode, E(−x) is one with the same β. The solution that decays on the left is unique up to a factor, and therefore E(−x) is a multiple of E(x). Reflecting twice shows that the factor is +1 or −1, so each mode is even or odd.

An even mode is cos(ux/a) in the core and C exp[−w(|x| − a)/a] outside. At x = a, continuity of E and E′ gives

cos u = C, −(u/a) sin u = −(w/a)C.

Substituting C from the first equation into the second gives u sin u = w cos u. Here cos u cannot be zero, since sin u would then have to vanish too. Dividing by it,

u tan u = w.

An odd mode has sin(ux/a) in the core. The same two conditions give u cos u = −w sin u, or

−u cot u = w.

**Q:** At low frequency R is tiny and the well is almost flat. Surely at some point the last solution disappears.

**A:** Look for an even mode with 0 < u < π/2. Inserting w = u tan u into u² + w² = R² gives

u²(1 + tan²u) = u²/cos²u = R².

All quantities are positive, so the square root is

cos u = u/R.

Now consider h(u) = cos u − u/R. At u = 0 it equals 1. At u = π/2 it equals −π/(2R), which is negative for every R > 0. In between it is continuous and strictly decreasing, so it has exactly one zero, strictly inside the interval.

The steps also run backwards. Take that zero and set w = u tan u, which is positive. Then u² + w² = u²/cos²u = R², and

β² = n₂²k₀² + w²/a²

gives a field that satisfies the wave equation, both matching conditions and the decay condition. Every ω > 0 with n₁ > n₂ makes R > 0. At least one guided TE mode therefore exists at every such frequency.

**Q:** I follow the algebra, but a shallow well in three dimensions can fail to bind. Why is this one different?

**A:** Put β at the threshold n₂k₀. The even field in the core is then cos(Rx/a), and its slope at x = a is −(R/a) sin R. For small R this is slightly negative. A slight inward bend is enough, because a slowly decaying exponential can have as small a negative slope as required.

For a spherical well of radius a and depth V₀, take an s state and write the wavefunction as f(r)/r. The function f obeys the same one-dimensional equation but must vanish at r = 0. It therefore follows the odd condition. Since −cot u is positive only for u > π/2 in the first period, and u < R, binding needs R > π/2. The forced zero at the centre is what costs the shallow well its bound state.

**Q:** Then the odd modes of the slab must have a cutoff. How many modes are there altogether?

**A:** Both conditions can be written with one angle. Let θ = arccos(u/R), which lies between 0 and π/2. Then cos θ = u/R, sin θ = w/R and tan θ = w/u. The even condition is tan u = tan θ. The odd one is −cot u = tan(u − π/2) = tan θ. Together they give

u = mπ/2 + arccos(u/R), m = 0, 1, 2, …,

with even modes for even m and odd modes for odd m. Negative m would make u negative.

For each m, the difference u − mπ/2 − arccos(u/R) increases strictly from −(m + 1)π/2 at u = 0 to R − mπ/2 at u = R. It has one zero with u < R if R > mπ/2, and none otherwise. The number of guided TE modes is thus the number of integers m ≥ 0 below 2R/π:

N = ceil(2R/π),

where ceil means rounding up to an integer. The mode m = 0 needs R > 0 and nothing more.

**Q:** Show me a case with numbers.

**A:** Take round parameters: n₁ = 3.5, n₂ = 1.5, a = 1000 Å and a photon energy of 0.8 eV. Then n₁² − n₂² = 12.25 − 2.25 = 10, and k₀ = 4.054 × 10⁻⁴ Å⁻¹. The strength is

R = 1000 × 4.054 × 10⁻⁴ × √10 = 1.282.

A numerical root search for cos u = u/R gives u = 0.84803, where both sides are 0.6615. Then w = u tan u = 0.9615. Since 2R/π = 0.816, this is the single guided TE mode. Its effective index β/k₀ follows from

(β/k₀)² = n₂² + w²/(ak₀)² = 2.25 + 0.9615²/0.4054² = 7.875,

so β/k₀ = 2.81, between the two indices as required.

In the language of the well, the factor 1/2 in atomic units equals 3.81 eV Å². The depth is V₀ = 3.81 × (4.054 × 10⁻⁴)² × 10 = 6.26 × 10⁻⁶ eV, and the bound level is ε = −3.81 × (0.9615/1000)² = −3.52 × 10⁻⁶ eV. Both are far below the photon energy, which shows again that ε is a different quantity. The well is still not weak, because what counts is R, in which the depth is combined with the width.

With the indices held fixed, R is proportional to the photon energy. The energies below only illustrate the formula: silicon, whose index is close to 3.5 at 0.8 eV, absorbs light at all three. The count then becomes:

1.5 eV: 2R/π = 1.53, two modes

2.5 eV: 2R/π = 2.55, three modes

4.5 eV: 2R/π = 4.59, five modes

**Q:** A mode that exists on paper at very low frequency may be useless. How well is the light held?

**A:** Poorly, and the loss of confinement can be calculated. Since u < R, a small R makes u small, and

w = u tan u = u² + u⁴/3 + O(u⁶).

To lowest order w = R². Hence u² = R² − w² = R² − R⁴ + O(R⁶) and u⁴ = R⁴ + O(R⁶), which gives

w = R² − R⁴ + R⁴/3 + O(R⁶) = R² − (2/3)R⁴ + O(R⁶).

The field outside falls by a factor e over the length a/w ≈ a/R². For fixed indices this grows as 1/ω².

Next, find the part of ∫E² dx that lies in the core. Inside,

∫ cos²(ux/a) dx = a[1 + (sin u cos u)/u].

With tan u = w/u and cos²u = u²/R², the second term is (tan u cos²u)/u = w/R². The core therefore contributes a(1 + w/R²). The two claddings contribute

2cos²u ∫₀^∞ exp(−2ws/a) ds = a cos²u/w = a(R² − w²)/(R²w) = a(1/w − w/R²).

The total is a(1 + 1/w), and the core share is

Γ = w(1 + w/R²)/(1 + w).

For small R this tends to 2R². It is also the share of the power carried along z: that flux is proportional to −E_yB_x, hence to βE²/ω, with the same factor in core and cladding.

For the slab above, with fixed indices:

0.8 eV: a/w = 1.04 × 10³ Å, Γ = 0.777

0.08 eV: a/w = 6.15 × 10⁴ Å, Γ = 0.0318

0.008 eV: a/w = 6.08 × 10⁶ Å, Γ = 3.29 × 10⁻⁴

The last tenfold drop in energy lengthens the tail about 99 times, close to the limiting factor of 100. The first lengthens it 59 times, because R = 1.28 is not small and w is then only 0.585 R². At 0.008 eV the effective index exceeds n₂ by 5.5 × 10⁻⁴, and the tail is some six thousand times longer than the core half width. The proof assumes claddings that reach to infinity. For a weakly held mode, a real cladding must be several times thicker than the decay length a/w before this result describes it well.

**Q:** And at the other end, when the frequency is high?

**A:** With fixed indices R becomes large. In cos u = u/R the right side is below π/(2R), so cos u tends to zero and u tends to π/2 from below. The field at the interface, cos u, vanishes compared with its central value, as in a well with hard walls. From the definition of u,

(β/k₀)² = n₁² − u²/(ak₀)² > n₁² − [π/(2ak₀)]².

The effective index of the lowest mode therefore approaches n₁. Also w = √(R² − u²) grows like R, so Γ tends to 1.

**Q:** You used the symmetry of the slab. Is it a convenience, or does the result depend on it?

**A:** The mirror symmetry of the core is a convenience; the equal index of the two claddings is essential. Suppose the core index varies with x but stays above n₂. In the well language, the normalized trial function √κ exp(−κ|x|) has kinetic energy κ²/2 and a negative potential energy proportional to κ for small κ. The total is negative for small enough κ, so a bound state exists even if the core is lopsided.

Unequal claddings are another matter. Return to the uniform core and replace the left cladding by one of index n₃ < n₂. Decay on both sides now requires β > n₂k₀, the larger cladding value. Keep u, w and R as before, and define for the left side

w₃ = a√(β² − n₃²k₀²) = √(w² + G²), G = a k₀√(n₂² − n₃²).

Write the core field as cos[u(x + a)/a − φ]. At x = −a, E′/E = (u/a) tan φ must equal w₃/a, so φ = arctan(w₃/u). At x = a, E′/E = −(u/a) tan(2u − φ) must equal −w/a. Therefore

2u = arctan(w₃/u) + arctan(w/u) + mπ, m = 0, 1, 2, ….

Negative m is excluded because 2u − φ > −π/2. As u rises from 0 to R, w and w₃ fall, so the left side minus the right side increases strictly. For m = 0 it starts at −π and ends, where w = 0, at 2R − arctan(G/R). A guided mode exists only if this end value is positive:

2R > arctan √[(n₂² − n₃²)/(n₁² − n₂²)].

Larger m is harder to satisfy. For equal claddings the right side is zero, and the condition holds for every R > 0.

With n₃ = 1 in the example, the right side is arctan √(1.25/10) = 0.340, so the cutoff lies at R = 0.170. With the indices held fixed and R = 1.282 at 0.8 eV, the cutoff photon energy is 0.8 × 0.170/1.282 = 0.106 eV. At 0.08 eV, in this lossless model, the symmetric slab still has its one weakly held TE mode, and the asymmetric slab has none. Real materials can absorb strongly at such infrared energies, and their indices change there, so these numbers illustrate the rule and do not describe a particular device.
